\section*{Drift and lifetime activation energies in bias-temperature instability}

\section{The result}

Under constant gate stress, let the magnitude of a transistor's threshold shift follow
\begin{equation}
D(t,T)=A\,e^{-\beta E_D}\,t^{\,n},\qquad \beta=\frac{1}{k_BT},
\label{eq:power}
\end{equation}
with $A$, $E_D$ and $n$ independent of temperature. The time $t_f$ at which $D$ reaches a fixed criterion $D_c$ then has the activation energy
\begin{equation}
E_L=\frac{E_D}{n}=\frac{0.08\ \text{eV}}{0.16}=0.5\ \text{eV}.
\label{eq:result}
\end{equation}
To derive this, set $D=D_c$ in \eqref{eq:power}, divide by $A e^{-\beta E_D}$, and raise both sides to the power $1/n$:
\begin{equation}
t_f^{\,n}=\frac{D_c}{A}\,e^{\beta E_D}
\quad\Longrightarrow\quad
t_f=\left(\frac{D_c}{A}\right)^{1/n}e^{\beta E_D/n}.
\label{eq:tf}
\end{equation}
The root that frees $t_f$ from its exponent also acts on the Arrhenius factor. Heating raises the shift and shortens the lifetime, hence the opposite signs in the two exponentials. With the definitions
\begin{equation}
E_D=-\left.\frac{\partial\ln D}{\partial\beta}\right|_{t},\qquad
E_L=\left.\frac{d\ln t_f}{d\beta}\right|_{D_c}
\label{eq:defs}
\end{equation}
both energies are positive. The first answers how much shift there is at a given time, the second how much time a given shift takes. The electrical stress, here the gate overdrive, is the same at both temperatures unless stated otherwise.

\section{A counter-example to using 0.08 eV for lifetime}

Take a silicon p-channel transistor with a 2 nm oxynitride gate at an oxide field of 5 MV/cm. A test at $T_h=398.15$ K gives a shift of 5 mV after $t_0=1000$ s. The part fails at 30 mV and is to be used at $T_c=328.15$ K. The exponent is 0.16 and the drift energy 0.08 eV. These are round model parameters.

At the test temperature the shift must grow sixfold, so
\begin{equation}
t_f(T_h)=1000\ \text{s}\times\left(\frac{30}{5}\right)^{1/0.16}=2.31\ \text{years}.
\end{equation}
Between the two temperatures $\beta$ rises by $\Delta\beta=6.217\ \text{eV}^{-1}$. At a fixed time the hot shift therefore exceeds the cold one by the factor
\begin{equation}
r=e^{0.08\times6.217}=1.644 .
\end{equation}
After 1000 s the cold part has shifted by $5/1.644=3.04$ mV.

Suppose that 0.08 eV were also the lifetime energy. The cold lifetime would be $2.31\times1.644=3.8$ years. The drift law itself contradicts this. Continued to ten years, it gives
\begin{equation}
D(10\ \text{years},T_h)=37.9\ \text{mV},\qquad
D(10\ \text{years},T_c)=\frac{37.9}{1.644}\ \text{mV}=23.1\ \text{mV}.
\end{equation}
The cold part is still below 30 mV after ten years, so it cannot have failed after 3.8.

The correct ratio follows from asking what extra time makes up for a shift that is smaller by $r$. Since $D\propto t^n$, a time factor $q$ multiplies the shift by $q^n$. Setting $q^n=r$ gives
\begin{equation}
\frac{t_f(T_c)}{t_f(T_h)}=r^{1/n}=1.644^{6.25}=e^{0.5\times6.217}=22.4 ,
\end{equation}
and the cold lifetime is 52 years. The wrong energy makes the predicted cold lifetime too short by a factor $22.4/1.644=13.6$.

In this direction the error is pessimistic. In the other direction it is dangerous. Suppose the cold lifetime of 51.8 years is known and the part is to run hot. Dividing by 1.644 gives 31.5 years, which seems to pass a ten-year requirement. The true hot lifetime in the model is 2.31 years, and the ten-year shift of 37.9 mV confirms the failure.

The figure of 0.08 eV is not itself at fault: it correctly gives the ratio of shifts at equal times.

\section{The general statement and its proof}

Equation \eqref{eq:result} is a special case of a relation that needs no power law.

\textbf{Statement.} Let $D(t,T)>0$ be continuously differentiable, and let it rise with time at fixed temperature. Define the local exponent
\begin{equation}
n(t,T)=\left.\frac{\partial\ln D}{\partial\ln t}\right|_{T}>0 .
\end{equation}
Then, with $E_D$ and $n$ both evaluated at the failure point $(t_f,T)$,
\begin{equation}
E_L=\frac{E_D(t_f,T)}{n(t_f,T)} .
\label{eq:general}
\end{equation}

\textbf{Proof.} Write $s=\ln t$ and $F(s,\beta)=\ln D$. The failure time obeys $F(s_f(\beta),\beta)=\ln D_c$. Because $\partial F/\partial s=n>0$, the implicit function theorem makes $s_f$ a differentiable function of $\beta$. The right-hand side is constant, so differentiation by the chain rule gives
\begin{equation}
\frac{\partial F}{\partial s}\frac{ds_f}{d\beta}+\frac{\partial F}{\partial\beta}
=n\,E_L-E_D=0 ,
\end{equation}
which is \eqref{eq:general}.

\textbf{When one energy serves every criterion.} Suppose $E_L$ has the same value $E$ for all criteria and temperatures in the range considered. Then $\partial F/\partial\beta=-E\,\partial F/\partial s$ there. Define $G(u,\beta)=F(u+E\beta,\beta)$. Its derivative at fixed $u$ is
\begin{equation}
\frac{\partial G}{\partial\beta}=E\frac{\partial F}{\partial s}+\frac{\partial F}{\partial\beta}=0 .
\end{equation}
If each line of fixed $u$ crosses the range in one unbroken piece, $G$ depends on $u=s-E\beta$ alone, and
\begin{equation}
D(t,T)=f\!\left(t\,e^{-\beta E}\right).
\label{eq:scaling}
\end{equation}
Conversely, for a rising $f$, a fixed shift means a fixed value of $t e^{-\beta E}$, so $t_f\propto e^{\beta E}$. A single lifetime energy thus means that temperature merely rescales time. The power law \eqref{eq:power} has this form with $E=E_D/n$.

\section{What the two energies say about defects}

Let each defect $i$ fill with time constant $\tau_i e^{\beta E}$. The barrier $E$ is common, and the prefactors $\tau_i$ are spread with a density $C\tau_i^{\,n}$ per unit of $\ln\tau_i$, where $0<n<1$. If all defects contribute equally when filled, then with $\theta=te^{-\beta E}$
\begin{equation}
D=C\int_{-\infty}^{\infty}d(\ln\tau_i)\;\tau_i^{\,n}\left(1-e^{-\theta/\tau_i}\right).
\end{equation}
Substitute $x=\theta/\tau_i$. Then $\tau_i^{\,n}=\theta^n x^{-n}$ and $d(\ln\tau_i)=-dx/x$, where the minus sign reverses the limits. Integration by parts gives
\begin{align}
\int_0^\infty x^{-n-1}(1-e^{-x})\,dx
&=\left[-\frac{x^{-n}}{n}(1-e^{-x})\right]_0^\infty+\frac1n\int_0^\infty x^{-n}e^{-x}dx\nonumber\\
&=\frac{\Gamma(1-n)}{n}.
\label{eq:gamma}
\end{align}
The boundary term vanishes as $x^{1-n}$ at the lower end and as $x^{-n}$ at the upper end. Hence
\begin{equation}
D=\frac{C\,\Gamma(1-n)}{n}\left(t\,e^{-\beta E}\right)^n .
\end{equation}
The barrier is $E$, but the drift shows $E_D=nE$. A tenfold faster process raises the shift by only $10^{0.16}$, about 1.4, because the defects are spread over many decades of time.

An explicit sum over defects with a barrier of 0.5 eV and $n=0.16$ in the density tests this. It returned an exponent of 0.16, a drift energy of 0.08 eV and a lifetime energy of 0.5 eV. Reading 0.5 eV as a barrier nevertheless rests on the assumption of a common barrier.

\section{Saturation: both local values fall, their ratio stays}

Suppose the defects run out, so that the shift tends to 100 mV:
\begin{equation}
D=D_m\left(1-e^{-X}\right),\qquad X=a\left(t\,e^{-\beta E}\right)^{n_0},\qquad D_m=100\ \text{mV}.
\end{equation}
Since $\partial X/\partial\ln t=n_0X$, the local exponent is
\begin{equation}
n=\frac{n_0X\,e^{-X}}{1-e^{-X}}=\frac{n_0X}{e^X-1}.
\end{equation}
At 30 mV, $e^{-X}=0.7$ and $X=0.357$. With $n_0=0.16$ this gives $n=0.133$, and the local drift energy is $0.5\times0.133=0.067$ eV. Their ratio is still 0.5 eV, as \eqref{eq:scaling} requires. Dividing the late drift energy by the early exponent would give $0.067/0.16=0.42$ eV, which is wrong because the two belong to different times.

Saturation does change the lifetimes. With the hot shift still fixed at 5 mV after 1000 s, the hot lifetime is 2.51 times that of the pure power law.

\section{Where 0.5 eV fails: an exponent that depends on temperature}

Let the drift be a power law at each temperature, with a varying exponent:
\begin{equation}
\ln D=\ln A(\beta)+n(\beta)\ln\frac{t}{t_0}.
\end{equation}
With $E_A=-d\ln A/d\beta$, the drift energy at $t_0$, differentiation at fixed time and then \eqref{eq:general} give
\begin{equation}
E_D(t)=E_A-\frac{dn}{d\beta}\ln\frac{t}{t_0},\qquad
E_L=\frac1n\left(E_A-\frac{dn}{d\beta}\ln\frac{t_f}{t_0}\right).
\label{eq:varyn}
\end{equation}
The lifetime energy now depends on the criterion through $t_f$. Keep both 1000 s shifts and the hot exponent, and lower the cold exponent from 0.16 to 0.155. The cold lifetime rises from 52 to 82 years, and the mean lifetime energy between the two temperatures becomes 0.57 eV. The small change matters because it acts over more than six decades of time, from 1000 s to the cold failure.

A spread of barriers can make the exponent vary more strongly. Give all defects one prefactor $\tau_0$ and let their barriers $\varepsilon$ have the density $C e^{\varepsilon/E_0}$. Put $x=(t/\tau_0)e^{-\beta\varepsilon}$, so that $\varepsilon=k_BT\ln[t/(\tau_0x)]$ and $d\varepsilon=-k_BT\,dx/x$. The density becomes $C[t/(\tau_0x)]^n$ with $n=k_BT/E_0$, and the integral is again \eqref{eq:gamma}. Because $k_BT/n=E_0$,
\begin{equation}
D=C E_0\,\Gamma(1-n)\left(\frac{t}{\tau_0}\right)^n,\qquad n=\frac{k_BT}{E_0}<1 .
\end{equation}
From $n=1/(\beta E_0)$ follows $dn/d\beta=-n\,k_BT$. With the digamma function $\psi(z)=d\ln\Gamma/dz$,
\begin{equation}
E_D(t)=-\frac{dn}{d\beta}\,\frac{\partial\ln D}{\partial n}
=n\,k_BT\left[\ln\frac{t}{\tau_0}-\psi(1-n)\right].
\end{equation}
Division by $n$ at $t=t_f$ gives $E_L$. Subtracting the same expression at $t_0$ removes $\tau_0$ and $\psi$:
\begin{equation}
E_L=\frac{E_D(t_0)}{n}+k_BT\ln\frac{t_f}{t_0}.
\label{eq:spread}
\end{equation}

Now choose $E_0=k_BT_h/0.16\simeq0.214$ eV and $\tau_0\simeq1.13$ ms; the lifetimes below use the unrounded values. The hot exponent is then 0.16 and the local drift energy at $T_h$ and 1000 s is 0.08 eV, as before; read from the shifts at the two temperatures it would be 0.066 eV. With the hot shift also matched, the hot lifetime is again 2.31 years. Its activation energy, however, is
\begin{equation}
E_L\simeq0.5\ \text{eV}+0.0343\ \text{eV}\times6.25\ln6=0.88\ \text{eV},
\end{equation}
and the cold lifetime is 561 years instead of 52. The cold shift at 1000 s hardly warns of this: 3.32 mV against 3.04 mV. The cold exponent does, at 0.132 against 0.16. With $\tau_0\simeq0.049$ ms instead, the cold shift at 1000 s is also 3.04 mV and gives no warning at all, while the cold lifetime is about 1100 years. Exponents must therefore be measured at both temperatures before 0.08 eV is divided by 0.16.

The density formally extends to negative barriers, which supply about a tenth of the hot shift at 1000 s. They stand for defects that fill within about a millisecond and so add a constant at the times of interest.

\section{The example beside a real transistor}

The thickness, field, exponent and drift energy lie in the rough range of negative-bias instability in p-channel devices with thin oxynitride gates. The value $\tau_0=1.13$ ms is far longer than atomic vibration times, so the spread-barrier case is a counter-example and not a device fit. Real devices break the assumption of one unchanging power law: part of their shift recovers when stress is removed, and their defects have distributed barriers. The cases above show that an exponent that varies with temperature can move the cold lifetime from 52 years to 82 or, in one model of spread barriers, to 561. That figure is no upper bound: Gaussian barrier spreads of width 0.8 and 0.5 eV, matched to the same hot shift, exponent and drift energy at 1000 s, give about 1400 and 8800 years. None of these is a predicted service life. Oxide breakdown and gate tunnelling current set separate limits, about which the drift law says nothing.

Four further effects were sized, each added alone to the original power law.

\textbf{Loss of overdrive.} Take the overdrive as field times thickness, $V=1000$ mV, neglecting depletion charge. At a channel doping of $10^{18}\ \text{cm}^{-3}$ that charge would lower the overdrive at this field by roughly 0.3 V, and the effects in this paragraph and the next would be larger. At fixed gate voltage a 30 mV shift removes 3\% of it. Let $D\propto V^3t^n=(V^{3/n}t)^n$ at constant overdrive, and assume that a change of overdrive alters only the speed at which the drift runs through this law. The effective stress time $\theta$ then obeys
\begin{equation}
\frac{d\theta}{dt}=e^{-\beta E}\left(1-\frac{D(\theta)}{V}\right)^{3/n}
\;\Longrightarrow\;
t_f=e^{\beta E}\int_0^{\theta_c}\frac{d\theta}{\left(1-D(\theta)/V\right)^{3/n}},
\end{equation}
where $D(\theta_c)=D_c$. The integral does not contain the temperature. With the prefactor of the original law kept, both lifetimes grow by the same factor, 1.64, and $E_L$ remains 0.5 eV. Direct integration of the differential equation at both temperatures confirmed this. If the hot shift is instead held at 5 mV after 1000 s, the factor is 1.51.

\textbf{Equal gate voltage instead of equal overdrive.} Let the threshold magnitude rise by a rough 0.7 mV for each kelvin of cooling. Over 70 K the overdrive falls from 1000 to 951 mV, and the cold shift is multiplied by $0.951^3$. The lifetime energy rises to
\begin{equation}
\frac{1}{0.16}\left(0.08+\frac{-3\ln0.951}{6.217}\right)\text{eV}=0.65\ \text{eV}.
\end{equation}

This value rests on the shift following the overdrive. In strong inversion at fixed gate voltage the oxide field changes far less, by about 0.4\% over the 70 K in a classical estimate at $10^{18}\ \text{cm}^{-3}$, and a shift cubic in the field would give 0.51 eV.

\textbf{Recovery before readout.} If a tenth of the hot shift is lost before it is read, and none of the cold shift, the true $E_D$ exceeds the measured one by $-\ln(0.9)/6.217=0.017$ eV. Division by $n$ enlarges this to 0.106 eV, so $E_L$ is 0.61 eV. If the criterion applies to the shift before recovery, the hot lifetime is $0.9^{6.25}=0.52$ times the value inferred from the reading. Both numbers assume that the lost fraction is the same at every stress time. With a fixed readout delay it falls as the stress lengthens, and the measured exponent exceeds the true one. If the ratio of lost to kept shift falls as $t^{-0.1}$, a measured exponent of 0.16 at 1000 s means a true one of 0.15 and the factor is 1.05 instead of 0.52; for $t^{-0.2}$ the exponent is 0.14 and the factor 2.3.

\textbf{Temperature error.} A device 5 K hotter than 398.15 K has 0.835 times the lifetime.

The last three show the cost of a small exponent: in the power law, whatever multiplies the shift by a factor $g$ that is constant in time divides the lifetime by $g^{1/n}=g^{6.25}$. The numerical output below lists the main values.

\section*{Computed results}
\begin{verbatim}
Hot test temperature: 398.15 K
Cold use temperature: 328.15 K
Difference of 1/kT, cold minus hot: 6.217 1/eV
Oxide field: 5 MV/cm
Oxide thickness: 2 nm
Overdrive, taken as field x thickness: 1000 mV
Time exponent: 0.16
Drift energy: 0.08 eV
Reference time: 1000 s
Hot shift at reference time: 5 mV
Cold shift at reference time: 3.041 mV
Failure criterion: 30 mV
Lifetime energy from root search: 0.5 eV
Shift ratio hot/cold at fixed time: 1.644
Lifetime ratio cold/hot: 22.39
Hot lifetime: 2.31 years
Cold lifetime: 51.8 years
Cold lifetime, 0.08 eV misused: 3.8 years
Hot lifetime, 0.08 eV misused: 31.5 years
Factor of error: 13.6
Hot shift after 10 years: 37.9 mV
Cold shift after 10 years: 23.1 mV
Defect sum: common barrier put in: 0.5 eV
Defect sum: exponent found: 0.16
Defect sum: drift energy found: 0.08 eV
Defect sum: lifetime energy found: 0.5 eV
Saturation: largest shift: 100 mV
Saturation: exponent at failure: 0.133
Saturation: drift energy at failure: 0.0666 eV
Saturation: lifetime energy: 0.5 eV
Saturation: hot lifetime factor: 2.51
Spread barriers: density energy E0: 0.214 eV
Spread barriers: prefactor time: 0.00113 s
Spread barriers: share below zero barrier: 0.1
Spread barriers: hot exponent: 0.16
Spread barriers: cold exponent: 0.132
Spread barriers: drift energy at 1000 s: 0.08 eV
Spread barriers: cold shift at 1000 s: 3.32 mV
Spread barriers: hot lifetime energy: 0.884 eV
Spread barriers: hot lifetime: 2.31 years
Spread barriers: cold lifetime: 561 years
Exponent change: cold exponent: 0.155
Exponent change: mean lifetime energy: 0.574 eV
Exponent change: cold lifetime: 82.2 years
Overdrive power of shift: 3
Overdrive loss at failure: 3 %
Overdrive loss: lifetime factor, hot: 1.64
Overdrive loss: lifetime factor, cold: 1.64
Threshold temperature slope: 0.7 mV/K
Fixed gate voltage: lifetime energy: 0.652 eV
Hot shift lost before readout: 10 %
Readout corrected: lifetime energy: 0.606 eV
Readout corrected: hot lifetime factor: 0.518
5 K hotter than 398.15 K: lifetime factor: 0.835
\end{verbatim}
